# The stretched shared hole in Br₂⁻: UHF and PBE compared

## Problem

In alkali bromides a hole can trap itself on two neighbouring bromide ions, which draw together into a $\mathrm{Br_2^-}$ unit, the $V_k$ centre. Take the free molecular ion as a model of its core. Stretched apart, it should give $\mathrm{Br}+\mathrm{Br^-}$.

Let $E(f)$ be the energy of one bromine site with $f$ electrons in its spin-down $4p_z$ orbital, where $z$ is the bond axis. Thus $f=0$ is Br and $f=1$ is $\mathrm{Br^-}$. Define

$$\Delta=2E(\tfrac12)-E(0)-E(1),\qquad B(R)=E_{\rm ion}(R)-E(0)-E(1),$$

with all energies in one formula from the same method. A negative $B$ means binding. Nuclei are fixed and spin-orbit coupling is omitted. Formulas are in atomic units, numbers in eV and nm.

1. What is $\Delta$ in the exact theory?
2. How is $\Delta$ related to the hole-orbital energies at $f=0$ and $f=1$? What sign must it have in Hartree–Fock theory?
3. How does $B(R)$ behave at large $R$ for a hole shared equally, in PBE and in UHF? Is sharing preferred to localisation?
4. Compare the computed curves and quantify the spurious PBE stabilisation.

## Hints

- For part 1, superpose the two states with the extra electron on one site or the other, and take the expectation value of one site's Hamiltonian.
- For part 2, differentiate $E(f)$ while the orbitals relax. For the sign, ask how the Hartree–Fock energy depends on $f$ when the orbitals are frozen.
- For part 3, count the charge on each site. Then find the part of the UHF density matrix that connects the sites.
- For part 4, use a localised hole as the reference. Near equilibrium, separate the delocalisation error from missing correlation.

## Solution

### 1. The exact fractional site

At infinite separation, consider

$$|\Psi\rangle=\sqrt f\,|\mathrm{Br^-,Br}\rangle+\sqrt{1-f}\,|\mathrm{Br,Br^-}\rangle .$$

The Hamiltonian $H_1$ of the first site conserves that site's electron number. Its cross terms between the two components therefore vanish, and

$$E(f)=\langle\Psi|H_1|\Psi\rangle=(1-f)E(0)+fE(1).$$

The energy is linear in $f$. At $f=\tfrac12$ this gives $2E(\tfrac12)=E(0)+E(1)$, so $\Delta=0$: sharing neither gains nor costs energy.

### 2. Curvature of the approximate energy

In UHF or PBE let the orbitals $\phi_i$ have occupations $n_i$ and obey $F\phi_i=\varepsilon_i\phi_i$. When $f$, the occupation of the hole orbital $h$, changes,

$$\frac{dE}{df}=\langle\phi_h|F|\phi_h\rangle+\sum_i n_i\left(\left\langle\frac{d\phi_i}{df}\middle|F\middle|\phi_i\right\rangle+\text{c.c.}\right).$$

The sum equals $\sum_i n_i\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/df$, which is zero because the orbitals stay normalised. Hence $dE/df=\varepsilon_h(f)$, which is Janak's relation. As a test, the slope at $f=\tfrac12$ was taken from energies at $f=0.45$ and $0.55$. It is $-2.373$ eV in UHF and $-3.478$ eV in PBE; the orbital energies are $-2.372$ and $-3.478$ eV.

Now approximate the level as linear, $\varepsilon_h(f)=\varepsilon_h(0)+Uf$, with $U=\varepsilon_h(1)-\varepsilon_h(0)$. Integration gives

$$E(f)=E(0)+\varepsilon_h(0)f+\tfrac12Uf^2 .$$

Setting $f=1$ gives $\varepsilon_h(0)=E(1)-E(0)-U/2$. Substituting this back,

$$E(f)=(1-f)E(0)+fE(1)-\tfrac12Uf(1-f).$$

At $f=\tfrac12$ the last term is $-U/8$. Two sites give $\Delta=-U/4$.

The Hartree–Fock sign follows without the quadratic approximation. With frozen orbitals, the only possible $f^2$ term is the interaction of the hole orbital with itself, $\tfrac12f^2(J_{hh}-K_{hh})$. It vanishes because $J_{hh}=K_{hh}$. The frozen-orbital energy is thus linear in $f$. The relaxed energy is the minimum of many such straight lines, and a minimum of straight lines is concave. Therefore $\Delta_{\rm HF}\ge0$, provided the lowest solution of the chosen symmetry is found at each $f$.

In PBE the approximate exchange-correlation energy need not cancel the Hartree self-repulsion. The sign must be computed:

- **PBE:** $U=0.092-(-7.183)=7.275$ eV, so $-U/4=-1.819$ eV. Directly, $\Delta_{\rm PBE}=-1.838$ eV.
- **UHF:** $U=-3.768-(-1.452)=-2.316$ eV, so $-U/4=0.579$ eV. Directly, $\Delta_{\rm HF}=0.567$ eV.

### 3. Two distant sites

Put $f$ electrons in the hole orbital of one site and $1-f$ in that of the other. The site charges are $-f$ and $-(1-f)$, so they repel with energy $f(1-f)/R$. PBE exchange and correlation depend on the local density and its gradient, and add no interaction between non-overlapping densities. The total is

$$W(f)=E(f)+E(1-f)+\frac{f(1-f)}R .$$

Each site contributes $-\tfrac12Uf(1-f)$ beyond the linear energy, hence

$$W(f)-W(0)=-f(1-f)\left(U-\frac1R\right).$$

If $U>1/R$, moving a little charge away from the localised state lowers the energy, and the minimum is at $f=\tfrac12$. At 0.6 nm, $U-1/R=7.275-2.400=4.875$ eV, so this model predicts that PBE spreads the hole. With the directly computed $\Delta$ in place of $-U/4$,

$$B_{\rm PBE}(R)\simeq\Delta_{\rm PBE}+\frac1{4R}.$$

In symmetric UHF, let $a$ and $b$ be the two $4p_z$ orbitals, with phases chosen so that $(a+b)/\sqrt2$ is bonding. This orbital is occupied by a spin-down electron, and the hole is in $(a-b)/\sqrt2$. For $r$ near one site and $r'$ near the other, the spin-down density matrix is $\gamma(r,r')=\tfrac12a(r)b(r')$. The filled shells give no such block, because their bonding and antibonding contributions cancel. The exchange energy is

$$E_x=-\frac12\iint\frac{|\gamma(r,r')|^2}{|r-r'|}\,dr\,dr' .$$

Its intersite part has two equal contributions, from exchanging the roles of $r$ and $r'$:

$$-\frac12\times2\times\frac14\times\frac1R=-\frac1{4R}.$$

This cancels the repulsion $+1/(4R)$ of the two half charges, leaving

$$B_{\rm UHF}^{\rm shared}(R)\simeq\Delta_{\rm HF}.$$

The symmetric determinant combines two localised configurations but gives both the same remaining orbitals, which cannot relax fully to either. A localised UHF determinant has no such restriction and tends to $B=0$. It is therefore lower at large $R$.

Both laws are leading order. They omit overlap, charge–quadrupole interaction and polarisation. At 1.2 nm, where $1/(4R)=0.300$ eV, the PBE law gives $-1.838+0.300=-1.538$ eV and the molecular calculation gives $-1.540$ eV. For symmetric UHF the values are 0.567 and 0.560 eV.

### 4. The computed curves

The calculation uses a LANL effective core potential for 28 electrons per atom and 30 basis functions per atom. In the symmetric runs the hole is held in the antibonding $\sigma_u$ orbital. A second UHF run starts from a hole on one atom. Values of $B$ are in eV:

| $R$ (nm) | PBE | UHF, shared | UHF, localised start |
|---:|---:|---:|---:|
| 0.275 | −1.599 | −0.576 | −0.576 |
| 0.295 | −1.665 | −0.644 | −0.644 |
| 0.315 | −1.634 | −0.584 | −0.584 |
| 0.400 | −1.357 | −0.062 | −0.231 |
| 0.600 | −1.293 | 0.448 | −0.058 |
| 1.200 | −1.540 | 0.560 | −0.006 |

Up to 0.315 nm the localised start returns to the shared solution, with spin 0.500 on the chosen site. At 0.400 nm that spin is 0.954, and from 0.600 nm it is 1.000. UHF thus changes from a shared to a localised hole between 0.315 and 0.400 nm.

PBE has its minimum near 0.296 nm with $B\approx-1.67$ eV. (A parabola through the three shortest distances in the table puts it slightly too far out, at 0.299 nm, because the curve is anharmonic.) The curve rises on stretching but then falls again, as the repulsion $1/(4R)$ fades. Its limit, $-1.838$ eV, lies about 0.17 eV below the minimum. On its own symmetric curve, the PBE molecule is only metastable. Since $1/(4R)=0.36\ \mathrm{eV\,nm}/R$, the long-range law falls below the minimum beyond about $0.36/0.17\approx2.1$ nm.

At 0.6 nm the spurious stabilisation relative to localised UHF is

$$-1.293-(-0.058)=-1.235\ \mathrm{eV}.$$

The second decimal is not converged: with 50 functions per atom the difference is $-1.20$ eV, a shift of about $+0.04$ eV, like that of $\Delta_{\rm PBE}$ given below. In the basis of the table, a localised UMP2 reference, which adds second-order correlation, has $B=-0.062$ eV and changes the result only to $-1.231$ eV. At 1.2 nm the difference from localised UHF is $-1.534$ eV, and in the limit it is $-1.838$ eV.

Near equilibrium the PBE–UHF gap has another component. At 0.295 nm UMP2 gives $B=-1.177$ eV, against $-0.644$ eV in UHF, so roughly half of the 1.02 eV gap is correlation absent from UHF. The split is not sharp: a larger basis with $f$ functions raises the UMP2 correlation part from 0.53 to 0.60 eV. The remainder, 0.4–0.5 eV, cannot be assigned wholly to delocalisation, since UMP2 is itself approximate.

With 45 functions per atom, PBE $B(0.295\ \mathrm{nm})$ and $\Delta$ move by $+0.038$ and $+0.039$ eV; the UHF shifts are $+0.037$ and $+0.028$ eV. An all-electron calculation gives $\Delta_{\rm PBE}=-1.875$ eV. The error is therefore about 1.8–1.9 eV in the separated limit.

The positive PBE level of $\mathrm{Br^-}$, 0.092 eV, means that the finite basis is holding the last bit of charge. In the quadratic model the level reaches zero after a loss of $0.092/7.275\approx0.013$ electron. The energy gained, $0.092^2/(2\times7.275)\approx0.0006$ eV, is negligible here. Adding more diffuse functions lowers the level to about 0.05 eV and makes the gain smaller still.

### From the free ion to the crystal

In KBr, neighbouring bromide ions are roughly 0.47 nm apart before the lattice distorts, within the stretched part of the table. The free ion lacks the crystal's Madelung field, lattice relaxation and polarisation, so $B$ is not a self-trapping energy.

The electronic polarisation can be sized with a dielectric constant $\epsilon=2.4$ and site radius $a=0.20$ nm, both rough. Let $k=1-1/\epsilon$. A unit hole on one site gains $-k/(2a)$. Two half holes gain $-k/(4a)-k/(4R)$. In this continuum model the host favours one site by

$$\frac k4\left(\frac1a-\frac1R\right)=0.70\ \mathrm{eV}\quad\text{at }0.6\ \mathrm{nm}.$$

The continuum is crude at such short distances. A KBr lattice of point dipoles, with polarisabilities of 0.00133 nm³ for $\mathrm{K^+}$ and 0.00416 nm³ for $\mathrm{Br^-}$ and none on the two hole sites, gives only 0.3 eV for bromide sites 0.47 nm apart and 0.5 eV for sites 0.66 nm apart. Interpolated to 0.6 nm, the lattice value is about 0.4 eV. Simply added to $-1.235$ eV, the continuum value (0.70 eV) and this lattice value leave a PBE preference for sharing of roughly 0.5–0.8 eV at 0.6 nm.

Spin-orbit coupling lowers free Br by about 0.16 eV, an upper-side estimate using the bare nuclear charge. If the coupling is quenched in the bonded ion, the binding is weaker by that amount. Its effect on the stretched shared hole was not evaluated.

## Variation 1: a hole shared by $N$ sites

Let $N$ equivalent crystal sites each carry a hole fraction $1/N$, so $f=1-1/N$. The curvature energy is

$$-N\frac U2\,\frac1N\left(1-\frac1N\right)=-\frac U2\,\frac{N-1}N .$$

There are $N(N-1)/2$ pairs, each with hole–hole repulsion $1/(N^2R_{ij})$. Interactions with the unperturbed lattice are the same for every distribution, because the sites are equivalent. Relative to a one-site hole,

$$W_N-W_1=-\frac{N-1}{2N}\left(U-\left\langle\frac1R\right\rangle\right),$$

where the average is over pairs. For $N=2$ the earlier result returns. For a widely spread hole the limit is $-U/2$, or $-3.6$ eV with the free-ion PBE value. PBE thus favours spreading beyond two sites and biases the calculation against self-trapping. Host screening changes $U$, and band and lattice energies must be added, so this number is not a crystal prediction.

## Variation 2: mixing in Hartree–Fock

Consider the mixture $(1-\alpha)E_{\rm PBE}+\alpha E_{\rm HF}$, which scales PBE correlation as well as exchange. If changes in orbital relaxation are neglected,

$$\Delta(\alpha)\approx(1-\alpha)(-1.838)+\alpha(0.567)\ \mathrm{eV}.$$

At $\alpha=0.25$ this is $-1.24$ eV. It vanishes at $\alpha=1.838/(1.838+0.567)\approx0.76$. Intersite exchange then cancels only the fraction $\alpha$ of the half-charge repulsion, so

$$B(R)\approx\Delta(\alpha)+\frac{1-\alpha}{4R}.$$

At 0.6 nm and $\alpha=0.76$, the remaining repulsion is $0.24\times0.600\approx0.14$ eV. This is only the leading term: a self-consistent calculation with this mixture gives $B\approx0.05$ eV for the shared hole, because the omitted short-range terms lower the energy. That is still above the $-0.06$ eV of a localised hole in the same mixture (almost the same as in UHF), so removing the site curvature does not remove the whole finite-distance error. A hybrid that keeps full PBE correlation would need its own value of $\alpha$.

## Numbers as computed

```
UHF slope dE/df at f=1/2: -2.373 eV; hole level: -2.372 eV
UHF E(Br)-E(Br-): 2.450 eV
UHF hole level in Br: -1.452 eV; in Br-: -3.768 eV
UHF U: -2.316 eV; -U/4: 0.579 eV; Delta: 0.567 eV
PBE slope dE/df at f=1/2: -3.478 eV; hole level: -3.478 eV
PBE E(Br)-E(Br-): 3.503 eV
PBE hole level in Br: -7.183 eV; in Br-: 0.092 eV
PBE U: 7.275 eV; -U/4: -1.819 eV; Delta: -1.838 eV
Binding (eV): R (nm), PBE, symmetric UHF, localised-start UHF, spin on site 1
  0.275    -1.599   -0.576   -0.576   0.500
  0.295    -1.665   -0.644   -0.644   0.500
  0.315    -1.634   -0.584   -0.584   0.500
  0.400    -1.357   -0.062   -0.231   0.954
  0.600    -1.293    0.448   -0.058   1.000
  1.200    -1.540    0.560   -0.006   1.000
1/(4R) at 1.2 nm: 0.300 eV
PBE at 1.2 nm: dimer -1.540 eV, law -1.538 eV
Symmetric UHF at 1.2 nm: dimer 0.560 eV, law 0.567 eV
At 0.6 nm: 1/R = 2.400 eV, PBE U-1/R = 4.875 eV
PBE symmetric minimum: R = 0.2986 nm, binding = -1.667 eV
UHF symmetric minimum: R = 0.2956 nm, binding = -0.644 eV
UMP2 binding at 0.295 nm (shared): -1.177 eV
UMP2 binding at 0.600 nm (localised): -0.062 eV
PBE minus localised UHF at 0.6 nm: -1.235 eV
PBE minus localised UMP2 at 0.6 nm: -1.231 eV
Functions per atom: main 30, large 45
PBE basis shift: binding at 0.295 nm +0.038 eV, Delta +0.039 eV
UHF basis shift: binding at 0.295 nm +0.037 eV, Delta +0.028 eV
All-electron PBE Delta: -1.875 eV
4p <r^-3>: 12.30 bohr^-3; spin-orbit zeta: 0.312 eV
Spin-orbit lowering of free Br, zeta/2: 0.156 eV
Rough host: dielectric constant 2.4, radius 0.20 nm
Host preference for one-site hole at 0.6 nm: 0.700 eV
```
